**Frontier levels of open and closed five-carbon pi anions**

With $E=\alpha+x\beta$ and $\beta<0$, the pentadienyl anion has its HOMO at $x=0$ and its LUMO at $x=-1$, while the cyclopentadienyl anion has them at $x=g$ and $x=-1-g$, where $g=(\sqrt5-1)/2$. The program asserts these levels by comparing matrix diagonalization with the closed formulas. It joins the two ligands by an end-to-end coupling $t\beta$ and asserts that the finite-difference slope of each level equals $2c_1c_5$, where $c_1$ and $c_5$ are the end amplitudes. Symbolic algebra confirms the two mirror blocks and the absence of level crossings for $0\le t<1$. For $\beta=-2.5$ eV the output shows the donor level of the open ligand higher, and its acceptor level lower, by 1.545 eV each. The ordering is also asserted with residual end coupling, stronger outer couplings, nearest-neighbour overlap and mean-field electron repulsion, each taken separately. Across these four cases the donor difference lies between 1.31 and 1.55 eV and the acceptor difference between 1.29 and 3.39 eV.

## Numerical verification

```python
"""Frontier pi levels of open pentadienyl and cyclopentadienyl anions.

Result under test: with E = alpha + x*beta, beta < 0, and six electrons,
the chain has HOMO x = 0 and LUMO x = -1, while the ring has HOMO x = g
and LUMO x = -1-g, with g = (sqrt(5)-1)/2. Hence the open ligand has the
higher donor level and the lower acceptor level, each by g*|beta|.
The cause is the end-to-end phase: a coupling t*beta between the end atoms
shifts x at the rate 2*c_first*c_last.
Energies are in eV, lengths in nm; alpha is the energy zero.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import dblquad
from scipy.linalg import eigh

beta = -2.5            # nearest-neighbour coupling, eV
bond = 0.140           # carbon-carbon distance, nm
onsite = 11.0          # on-site electron repulsion, eV
temperature = 400.0    # temperature of use, K
zeta = 1.625           # Slater exponent of carbon 2p, inverse bohr
golden = (np.sqrt(5) - 1) / 2
HOMO, LUMO = 2, 3      # positions in order of rising energy


def coupling_matrix(t, outer=1.0):
    """Couplings in units of beta; t joins the two ends."""
    a = np.zeros((5, 5))
    for i, value in enumerate([outer, 1.0, 1.0, outer]):
        a[i, i + 1] = a[i + 1, i] = value
    a[0, 4] = a[4, 0] = t
    return a


def levels(t, outer=1.0):
    """x values and orbitals in order of rising energy (falling x)."""
    x, c = np.linalg.eigh(coupling_matrix(t, outer))
    return x[::-1], c[:, ::-1]


# Diagonalization against the closed formulas
x_chain, c_chain = levels(0.0)
x_ring, c_ring = levels(1.0)
k = np.arange(1, 6)
assert np.allclose(x_chain, 2 * np.cos(k * np.pi / 6), atol=1e-12)
ring_formula = np.sort(2 * np.cos(2 * np.pi * np.arange(5) / 5))[::-1]
assert np.allclose(x_ring, ring_formula, atol=1e-12)
for n in k:
    wave = np.sin(np.arange(1, 6) * n * np.pi / 6) / np.sqrt(3)
    assert abs(abs(wave @ c_chain[:, n - 1]) - 1) < 1e-12
assert abs(x_ring[HOMO] - x_chain[HOMO] - golden) < 1e-12
assert abs(x_chain[LUMO] - x_ring[LUMO] - golden) < 1e-12
assert abs(x_chain[HOMO] - x_chain[LUMO] - 1) < 1e-12
assert abs(x_ring[HOMO] - x_ring[LUMO] - np.sqrt(5)) < 1e-12

# Characteristic polynomial, its mirror blocks and absence of crossings
x, t = sp.symbols("x t")
matrix = sp.zeros(5, 5)
for i in range(4):
    matrix[i, i + 1] = matrix[i + 1, i] = 1
matrix[0, 4] = matrix[4, 0] = t
antisym = x**2 + t * x - 1
sym = x**3 - t * x**2 - 3 * x + 2 * t
determinant = (x * sp.eye(5) - matrix).det(method="berkowitz")
assert sp.expand(determinant - antisym * sym) == 0
assert sp.expand(sp.resultant(antisym, sym, x) + 4 * (1 - t**2)**2) == 0
remainder = sp.rem(sym, antisym, x)
assert sp.expand(remainder + 2 * x * (1 - t**2)) == 0
assert sp.expand(sym.subs(t, 1) - (x - 2) * (x**2 + x - 1)) == 0

# End phases, slopes by finite difference, and the integrated slope
step = 1e-5
for joined in np.linspace(0.0, 0.95, 20):
    _, c = levels(joined)
    slope = (levels(joined + step)[0] - levels(joined - step)[0]) / (2 * step)
    end_product = 2 * c[0] * c[4]
    assert np.allclose(slope, end_product, atol=1e-6)
    assert np.all(end_product[[0, 2, 4]] > 0)
    assert np.all(end_product[[1, 3]] < 0)
nodes, weights = np.polynomial.legendre.leggauss(24)
integral = np.zeros(5)
for node, weight in zip(nodes, weights):
    _, c = levels((node + 1) / 2)
    integral += weight / 2 * 2 * c[0] * c[4]
assert np.allclose(integral, x_ring - x_chain, atol=1e-8)
first_order = 2 * c_chain[0] * c_chain[4]
assert abs(first_order[HOMO] - 2 / 3) < 1e-12
assert abs(first_order[LUMO] + 1 / 2) < 1e-12

# Site charges and total pi energies
charge_chain = 1 - 2 * np.sum(c_chain[:, :3]**2, axis=1)
charge_ring = 1 - 2 * np.sum(c_ring[:, :3]**2, axis=1)
assert np.allclose(charge_chain, [-1/3, 0, -1/3, 0, -1/3], atol=1e-12)
assert np.allclose(charge_ring, -0.2, atol=1e-12)
total_chain = 2 * beta * x_chain[:3].sum()
total_ring = 2 * beta * x_ring[:3].sum()


# Overlap of parallel Slater 2p orbitals: closed form against quadrature
def overlap_formula(distance):
    p = zeta * distance * 1e-9 / const.value("Bohr radius")
    return np.exp(-p) * (1 + p + 2 * p**2 / 5 + p**3 / 15)


def overlap_quadrature(distance):
    p = zeta * distance * 1e-9 / const.value("Bohr radius")

    def integrand(rho, z):
        return rho**3 * np.exp(-np.hypot(rho, z) - np.hypot(rho, z - p))
    return dblquad(integrand, -20, p + 20, 0, 25,
                   epsabs=1e-8, epsrel=1e-7)[0]


end_distance = np.sqrt(3) * bond
s_bond = overlap_formula(bond)
s_end = overlap_formula(end_distance)
assert abs(s_bond - overlap_quadrature(bond)) < 1e-6
assert abs(s_end - overlap_quadrature(end_distance)) < 1e-6


def assert_order(chain_energy, ring_energy):
    assert chain_energy[HOMO] > ring_energy[HOMO]
    assert chain_energy[LUMO] < ring_energy[LUMO]


e_chain, e_ring = beta * x_chain, beta * x_ring
assert_order(e_chain, e_ring)
residual = s_end / s_bond
e_bent = beta * levels(residual)[0]
assert_order(e_bent, e_ring)
e_outer = beta * levels(0.0, 1.1)[0]
assert abs(e_outer[HOMO]) < 1e-12
assert abs(e_outer[LUMO] + 1.1 * beta) < 1e-12
assert_order(e_outer, e_ring)

# Nearest-neighbour overlap at a fixed reduced coupling
overlap_levels = []
for joined, xs in [(0.0, x_chain), (1.0, x_ring)]:
    a = coupling_matrix(joined)
    e = eigh(beta * a, np.eye(5) + s_bond * a, eigvals_only=True)
    assert np.allclose(e, beta * xs / (1 + s_bond * xs), atol=1e-10)
    overlap_levels.append(e)
assert_order(*overlap_levels)

# Electron repulsion: self-consistent Pariser-Parr-Pople model
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9   # eV nm
angle_chain = np.arange(5) * np.pi / 3
xy_chain = bond * np.column_stack([np.cos(angle_chain), np.sin(angle_chain)])
angle_ring = np.arange(5) * 2 * np.pi / 5
radius = bond / (2 * np.sin(np.pi / 5))
xy_ring = radius * np.column_stack([np.cos(angle_ring), np.sin(angle_ring)])


def ppp(xy, joined):
    distance = np.linalg.norm(xy[:, None] - xy[None, :], axis=2)
    repulsion = coulomb / np.sqrt(distance**2 + (coulomb / onsite)**2)
    np.fill_diagonal(repulsion, 0.0)
    core = beta * coupling_matrix(joined)

    def fock(p):
        f = core - repulsion * p / 2
        return f + np.diag(onsite * np.diag(p) / 2
                           + repulsion @ (np.diag(p) - 1))

    def energy(p):
        excess = np.diag(p) - 1
        return (np.sum(core * p) + onsite * np.sum(np.diag(p)**2) / 4
                + excess @ repulsion @ excess / 2
                - np.sum(repulsion * p**2) / 4)

    c = np.linalg.eigh(core)[1]
    p = 2 * c[:, :3] @ c[:, :3].T
    for _ in range(500):
        e, c = np.linalg.eigh(fock(p))
        new = 2 * c[:, :3] @ c[:, :3].T
        change = np.max(np.abs(new - p))
        p = (p + new) / 2
        if change < 1e-12:
            break
    assert change < 1e-9
    e, c = np.linalg.eigh(fock(p))
    for orbital in (HOMO, LUMO):
        d = 1e-3 * np.outer(c[:, orbital], c[:, orbital])
        derivative = (energy(p + d) - energy(p - d)) / 2e-3
        assert abs(derivative - e[orbital]) < 1e-7
    return e


ppp_chain = ppp(xy_chain, 0.0)
ppp_ring = ppp(xy_ring, 1.0)
assert_order(ppp_chain, ppp_ring)
thermal = const.k * temperature / const.e
to_kj = const.e * const.N_A / 1000


def row(values, digits=3):
    return " ".join(f"{v + 0.0:.{digits}f}" for v in np.round(values, digits))


def oriented(c):
    return c * np.sign(c[0])


def frontier(label, chain, ring):
    print(f"{label}: donor higher by {chain[HOMO]-ring[HOMO]:.3f} eV, "
          f"acceptor lower by {ring[LUMO]-chain[LUMO]:.3f} eV")


print(f"Coupling beta: {beta:.1f} eV; bond length: {bond:.3f} nm")
print("Chain x, rising energy (no unit):", row(x_chain))
print("Ring x, rising energy (no unit):", row(x_ring))
print("Chain levels E-alpha (eV):", row(e_chain))
print("Ring levels E-alpha (eV):", row(e_ring))
print("Chain HOMO coefficients (no unit):", row(oriented(c_chain[:, HOMO])))
print("Chain LUMO coefficients (no unit):", row(oriented(c_chain[:, LUMO])))
print("First-order x shifts on closure, HOMO and LUMO (no unit):",
      row(first_order[[HOMO, LUMO]]))
print("Exact x shifts on closure, HOMO and LUMO (no unit):",
      row((x_ring - x_chain)[[HOMO, LUMO]]))
frontier("Simple Huckel", e_chain, e_ring)
print(f"Common frontier shift: {(e_chain[HOMO]-e_ring[HOMO])*to_kj:.1f} kJ/mol")
print(f"HOMO-LUMO gap, chain: {e_chain[LUMO]-e_chain[HOMO]:.3f} eV")
print(f"HOMO-LUMO gap, ring: {e_ring[LUMO]-e_ring[HOMO]:.3f} eV")
print("Mean of upper two donor levels, chain and ring (eV):",
      row([e_chain[1:3].mean(), e_ring[1:3].mean()]))
print("Mean of two acceptor levels, chain and ring (eV):",
      row([e_chain[3:].mean(), e_ring[3:].mean()]))
print("Chain site charges (e):", row(charge_chain))
print("Ring site charges (e):", row(charge_ring))
print("Total pi energy minus 6 alpha, chain and ring (eV):",
      row([total_chain, total_ring]))
print(f"End-to-end distance in U-shaped chain: {end_distance:.3f} nm")
print(f"Slater overlap at bond length: {s_bond:.4f} (no unit)")
print(f"Slater overlap between chain ends: {s_end:.4f} (no unit)")
print(f"Residual end coupling / beta: {residual:.3f} (no unit)")
print("U-shaped chain HOMO and LUMO with end coupling (eV):",
      row(e_bent[[HOMO, LUMO]]))
frontier("With residual end coupling", e_bent, e_ring)
print("Chain HOMO and LUMO, outer couplings 10% stronger (eV):",
      row(e_outer[[HOMO, LUMO]]))
frontier("With stronger outer couplings", e_outer, e_ring)
print("With overlap, chain HOMO and LUMO (eV):",
      row(overlap_levels[0][[HOMO, LUMO]]))
print("With overlap, ring HOMO and LUMO (eV):",
      row(overlap_levels[1][[HOMO, LUMO]]))
frontier("With nearest-neighbour overlap", *overlap_levels)
print(f"PPP on-site repulsion: {onsite:.1f} eV")
print("PPP chain HOMO and LUMO, common core zero (eV):",
      row(ppp_chain[[HOMO, LUMO]]))
print("PPP ring HOMO and LUMO, common core zero (eV):",
      row(ppp_ring[[HOMO, LUMO]]))
frontier("With electron repulsion (PPP)", ppp_chain, ppp_ring)
print(f"Thermal energy at {temperature:.0f} K: {thermal:.4f} eV")
print("all tests passed")
```

Output:

```
Coupling beta: -2.5 eV; bond length: 0.140 nm
Chain x, rising energy (no unit): 1.732 1.000 0.000 -1.000 -1.732
Ring x, rising energy (no unit): 2.000 0.618 0.618 -1.618 -1.618
Chain levels E-alpha (eV): -4.330 -2.500 0.000 2.500 4.330
Ring levels E-alpha (eV): -5.000 -1.545 -1.545 4.045 4.045
Chain HOMO coefficients (no unit): 0.577 0.000 -0.577 0.000 0.577
Chain LUMO coefficients (no unit): 0.500 -0.500 0.000 0.500 -0.500
First-order x shifts on closure, HOMO and LUMO (no unit): 0.667 -0.500
Exact x shifts on closure, HOMO and LUMO (no unit): 0.618 -0.618
Simple Huckel: donor higher by 1.545 eV, acceptor lower by 1.545 eV
Common frontier shift: 149.1 kJ/mol
HOMO-LUMO gap, chain: 2.500 eV
HOMO-LUMO gap, ring: 5.590 eV
Mean of upper two donor levels, chain and ring (eV): -1.250 -1.545
Mean of two acceptor levels, chain and ring (eV): 3.415 4.045
Chain site charges (e): -0.333 0.000 -0.333 0.000 -0.333
Ring site charges (e): -0.200 -0.200 -0.200 -0.200 -0.200
Total pi energy minus 6 alpha, chain and ring (eV): -13.660 -16.180
End-to-end distance in U-shaped chain: 0.242 nm
Slater overlap at bond length: 0.2443 (no unit)
Slater overlap between chain ends: 0.0339 (no unit)
Residual end coupling / beta: 0.139 (no unit)
U-shaped chain HOMO and LUMO with end coupling (eV): -0.231 2.680
With residual end coupling: donor higher by 1.314 eV, acceptor lower by 1.365 eV
Chain HOMO and LUMO, outer couplings 10% stronger (eV): 0.000 2.750
With stronger outer couplings: donor higher by 1.545 eV, acceptor lower by 1.295 eV
With overlap, chain HOMO and LUMO (eV): 0.000 3.308
With overlap, ring HOMO and LUMO (eV): -1.342 6.689
With nearest-neighbour overlap: donor higher by 1.342 eV, acceptor lower by 3.381 eV
PPP on-site repulsion: 11.0 eV
PPP chain HOMO and LUMO, common core zero (eV): 9.035 17.863
PPP ring HOMO and LUMO, common core zero (eV): 7.658 20.206
With electron repulsion (PPP): donor higher by 1.377 eV, acceptor lower by 2.343 eV
Thermal energy at 400 K: 0.0345 eV
all tests passed
```
